The Perfect Echo and J Modulation in AX and AMX Systems

A spin echo refocuses chemical shifts but not homonuclear couplings, so its signal is modulated by J. The problem is to find how much of this modulation remains when two echoes are joined by a 90° pulse whose axis lies along the magnetisation:

90_y – [T/2 – 180_x – T/2] – 90_x – [T/2 – 180_x – T/2] – detect

Each echo lasts T, so the whole sequence lasts 2T. Every pulse acts on all spins, which have spin 1/2. Pulses are ideal and instantaneous, coupling is weak, and relaxation and diffusion are neglected. With ħ = 1 and energies in rad/s,

H = Z + H_zz, Z = Σ 2πν_k I_kz, H_zz = Σ 2πJ_kl I_kz I_lz.

A pulse of angle β about x changes the density operator ρ into exp(−iβF_x) ρ exp(iβF_x), where F_x = Σ I_kx. A 90_x pulse therefore takes I_y → I_z and I_z → −I_y. A 90_y pulse takes I_z → I_x and I_x → −I_z. The polarisations are equal unless stated otherwise, so the first pulse turns F_z into F_x. The in-phase signal of spin k is its coefficient of I_kx in ρ, equal to 1 at the start. I write θ_kl = πJ_kl T, c_kl = cos θ_kl and s_kl = sin θ_kl.

**(a) What does one echo do, and what signal is left after two echoes without the joining pulse?**

Let Π = exp(−iπF_x) be the 180_x rotation. Moving it to the left of the echo gives

exp(−iHT/2) Π exp(−iHT/2) = Π [Π⁻¹ exp(−iHT/2) Π] exp(−iHT/2).

Since Π⁻¹ I_kz Π = −I_kz, the bracket contains −Z + H_zz: the shift term changes sign, while the coupling, a product of two I_z, does not. Z and H_zz commute, so the exponents add and Z cancels:

echo = Π exp(−iH_zz T).

Π commutes with F_x, H_zz and any pulse about x. It therefore has no effect on the states reached from F_x in this sequence and can be left out when following them.

For the coupling of two spins, dρ/dt = −i[H_zz, ρ] requires two commutators. Using I_z² = 1/4,

[I1z I2z, I1x] = i I1y I2z,
[I1z I2z, 2I1y I2z] = −(i/2) I1x.

Multiplication by −i·2πJ gives the rates +πJ (2I1yI2z) and −πJ I1x. This is a rotation at angular rate πJ, and after a time T

I1x → c I1x + s 2I1yI2z,
2I1yI2z → c 2I1yI2z − s I1x.

Without a joining pulse the angle doubles, so the in-phase signal of an AX spin is cos 2θ. Coupling terms to different partners commute, so a spin k with partners l and m retains cos 2θ_kl cos 2θ_km.

**(b) Insert the 90_x pulse. What is the final state of AX?**

Start with I1x alone. After the first echo the state is

c I1x + s 2I1yI2z.

The joining pulse leaves I1x unchanged. In the antiphase term I1y → I1z and I2z → −I2y, so the state becomes

c I1x − s 2I1zI2y.

The antiphase coherence has moved from spin 1 to spin 2. In the second echo, the rule of part (a) with the labels exchanged gives 2I1zI2y → c 2I1zI2y − s I2x. Hence

I1x → c² I1x + s² I2x + cs (2I1yI2z − 2I1zI2y).

Exchanging the labels gives the path from the other spin:

I2x → c² I2x + s² I1x + cs (2I1zI2y − 2I1yI2z).

In the sum the antiphase terms cancel, and c² + s² = 1:

F_x → F_x.

This holds for every J, T and offset within the stated assumptions. What spin 1 loses to its partner is replaced by what the partner sends back.

For J = 10 Hz and T = 25 ms, θ = π × 10 × 0.025 = 0.785 rad, or 45°. The plain double echo gives cos 90° = 0, while the perfect echo gives 0.5 + 0.5 = 1.

**(c) Which assumptions does this cancellation need?**

*Equal polarisations.* If the spins start with p1 and p2, the two paths carry these weights. Spin 1 ends with

in-phase: p1 c² + p2 s²,
antiphase 2I1yI2z: cs (p1 − p2).

For p1 = 1, p2 = 0.6 and the same 45°, these are 0.5 + 0.3 = 0.8 and 0.5 × 0.4 = 0.2. Unequal saturation before the sequence thus brings J modulation back.

*The phase of the joining pulse.* A 90° pulse about −x serves equally well: it takes 2I1yI2z → 2(−I1z)(I2y), the same result as before. A 90_y pulse instead gives I1x → −I1z and 2I1yI2z → 2I1yI2x. Both products commute with I1zI2z, so neither becomes in-phase x magnetisation in the second echo, and that signal is zero.

*A joining pulse on both spins.* If it acts on spin 1 alone, the path from I1x gives c I1x + s 2I1zI2z. The second term is longitudinal and stays so, which leaves c² I1x. The path from I2x contains −s 2I1yI2y, which commutes with H_zz and returns nothing to spin 1. The signal of spin 1 is then c², because the exchange is missing.

*Weak coupling.* With the full scalar coupling W = 2πJ **I**1·**I**2, an echo becomes

Π exp[−i(W − Z)T/2] exp[−i(W + Z)T/2].

The exponents can be added, cancelling Z, if [W, Z] = 0. This fails for different shifts, because I1xI2x + I1yI2y does not commute with I1z − I2z. For J = 10 Hz and twenty values of T between 5 and 100 ms, the largest loss of total signal is 0.36 of the initial signal at a shift difference of 30 Hz, and 0.0004 at 1000 Hz.

**(d) Write the sequence as one propagator. What distinguishes two spins from three?**

Let E = exp(−iH_zz T) and R = exp(−iπF_x/2), the joining pulse. After excitation the propagator is

U = ΠE R ΠE = Π² E R E.

For N spins 1/2, Π² = exp(−2πiF_x) = (−1)^N, a sign without effect on ρ. Now move R to the left, using E R = R (R⁻¹ E R). Because R I_y R⁻¹ = I_z, we have R⁻¹ I_z R = I_y, and every zz product becomes a yy product:

U = (−1)^N R exp(−iH_yy T) exp(−iH_zz T), H_yy = Σ 2πJ_kl I_ky I_ly.

The sum H_yy + H_zz commutes with F_x for any number of spins. From [F_x, I_y] = iI_z and [F_x, I_z] = −iI_y,

[F_x, I_ky I_ly + I_kz I_lz] = i(I_kz I_ly + I_ky I_lz) − i(I_ky I_lz + I_kz I_ly) = 0.

If the two exponentials could be merged, F_x would survive. For two spins they can. With I_yI_z = (i/2)I_x and I_zI_y = −(i/2)I_x,

[I1yI2y, I1zI2z] = (i/2)² I1xI2x − (−i/2)² I1xI2x = 0.

This proves the AX result again. With three spins there are also pairs of terms that share one spin:

[I1yI2y, I2zI3z] = I1y [I2y, I2z] I3z = i I1y I2x I3z.

The Baker–Campbell–Hausdorff expansion then gives

exp(−iH_yy T) exp(−iH_zz T) = exp{−i(H_yy + H_zz)T − (T²/2)[H_yy, H_zz] + O(T³)}.

The term linear in T commutes with F_x, so the state first changes at order T²:

ρ = F_x + δ, δ = O(T²).

The total signal is less sensitive. A unitary evolution conserves Tr ρ², so Tr(F_x + δ)² = Tr F_x², and

Tr(F_x δ) = −(1/2) Tr δ² = O(T⁴).

Since Tr I_kx² = 2^(N−2) and I_kx is orthogonal to every other product operator, the left side is 2^(N−2) times the change of the summed in-phase signal. The sum is thus lost from order T⁴, although the state is altered at order T².

**(e) Find the observable coefficients of one spin in AMX for any T.**

Label A, M, X as 1, 2, 3 and follow spin 1. Applying the two commuting couplings in turn gives, in the first echo,

I1x → c12c13 I1x + s12c13 2I1yI2z + c12s13 2I1yI3z − s12s13 4I1xI2zI3z.

The joining pulse turns this into

c12c13 I1x − s12c13 2I1zI2y − c12s13 2I1zI3y − s12s13 4I1xI2yI3y.

Multiplication by I_z keeps a transverse spin operator transverse and a longitudinal one longitudinal. The second echo therefore cannot change which spins are transverse. The last term, with three transverse spins, gives no observable signal. The second and third terms now belong to spins 2 and 3.

In return, exchanging labels shows that I2x supplies −s12c23 2I1yI2z to spin 1, and I3x supplies −s13c23 2I1yI3z. The part with spin 1 alone transverse is therefore, before the second echo,

c12c13 I1x − s12c23 2I1yI2z − s13c23 2I1yI3z.

Its first term evolves as above. For the others, using 4I_z² = 1,

2I1yI2z → c12c13 2I1yI2z − s12c13 I1x − c12s13 4I1xI2zI3z − s12s13 2I1yI3z,
2I1yI3z → c12c13 2I1yI3z − c12s13 I1x − s12c13 4I1xI2zI3z − s12s13 2I1yI2z.

Collecting equal operators gives the in-phase coefficient S1, the doubly antiphase coefficient D1 of 4I1xI2zI3z, and the antiphase coefficient A12 of 2I1yI2z:

S1 = c12²c13² + s12²c13c23 + s13²c12c23,
D1 = s12s13 (c12c23 + c13c23 − c12c13),
A12 = s12 (c12c13² − c12c13c23 + s13²c23).

A13 follows by exchanging 2 and 3, and the other spins by relabelling. In S1 the first term stayed on spin 1, and the other two came from its partners. The cosines in these two terms show why the return is incomplete. The factor c23 arises in the first echo: while a partner prepares coherence for spin 1, it also evolves under its coupling to the third spin. The factor c13 or c12 arises in the second echo, where the coherence received from one partner also evolves under the coupling of spin 1 to the other. A loss can therefore remain even when c23 = 1.

Take J_AM = 12, J_AX = 7, J_MX = 3 Hz and T = 20 ms. The angles are 0.754, 0.440 and 0.188 rad. For spin A the three terms are

S_A = 0.435 + 0.416 + 0.130 = 0.981.

The plain double echo leaves 0.040. For M the perfect echo gives 0.952 and the plain one 0.058; for X the values are 0.943 and 0.593.

**(f) At what order in T does each deviation begin, and are there special coupling patterns?**

Write a = θ12, b = θ13, d = θ23. To fourth order, cos²a = 1 − a² + a⁴/3 and sin²a = a² − a⁴/3. The three terms of S1 become

c12²c13² = 1 − a² − b² + a⁴/3 + b⁴/3 + a²b²,
s12²c13c23 = a² − a⁴/3 − a²(b² + d²)/2,
s13²c12c23 = b² − b⁴/3 − b²(a² + d²)/2.

The second-order terms cancel, as do a⁴/3, b⁴/3 and all terms in a²b². What remains is

1 − S1 ≈ d²(a² + b²)/2.

For the other coefficients,

D1 ≈ ab,
A12 ≈ a[(1 − b²) − (1 − b²/2 − d²/2) + b²] = a(b² + d²)/2.

In the last line the a² corrections common to the first two terms cancel at this order. The plain double echo has 1 − cos 2a cos 2b ≈ 2(a² + b²).

Thus the in-phase loss moves from order T² to T⁴, while the doubly antiphase term remains at T². For spin A:

T = 2.5 ms: plain loss 0.024, perfect loss 3.3 × 10⁻⁶, D = 0.0052
T = 5 ms: plain loss 0.093, perfect loss 5.4 × 10⁻⁵, D = 0.021
T = 10 ms: plain loss 0.34, perfect loss 9.4 × 10⁻⁴, D = 0.079
T = 20 ms: plain loss 0.96, perfect loss 0.019, D = 0.276

From 2.5 to 5 ms the perfect-echo loss grows by a factor of 16.3, close to 2⁴, and D by 4.0, or 2². From 10 to 20 ms the loss grows by 19.8, so higher orders matter there. These small losses belong to the weak-coupling Hamiltonian. With the full scalar coupling and offsets of −400, 150 and 600 Hz, the loss of A is 9.6 × 10⁻⁴, 1.6 × 10⁻³, 1.5 × 10⁻³ and 0.021 at the four values of T, so for short echoes the neglected terms dominate. At 20 ms the leading formula gives 0.0135 for A, where the full loss is 0.0186. It is too low for A but too high for M (0.058 against 0.048) and X (0.065 against 0.057).

Two patterns simplify. In a chain with J_AX = 0, consider the middle spin M, and let x and y be the cosines for its two couplings. Then

S_M = x²y² + (1 − x²)y + (1 − y²)x,
1 − S_M = (1 − x)(1 − y)(1 − xy),

as multiplying out confirms. Each factor is of second order in T, so the loss is of sixth order. For couplings of 12 and 7 Hz and T = 20 ms it is 0.271 × 0.095 × 0.340 = 0.0088. An end spin of the chain has the loss s12²(1 − c23), still of fourth order.

For three equal couplings all angles are θ, and

S = c⁴ + 2s²c² = c²(2 − c²) = (1 − s²)(1 + s²) = 1 − s⁴.

With J = 7 Hz and T = 20 ms this is 0.967. If just one of the three couplings is nonzero, the system is an AX pair with a separate spin, and there is no loss.

**(g) What does the remaining error look like in the multiplet of A?**

Each line of A belongs to fixed m_M and m_X, each ±1/2. Replacing I2z and I3z by these numbers, and taking x magnetisation as absorption and y as dispersion, gives for each line

absorption = S_A + 4m_M m_X D_A,
dispersion = 2m_M A_AM + 2m_X A_AX.

At T = 20 ms, D_A = 0.276, A_AM = 0.087 and A_AX = 0.125. With both couplings positive, the outer lines have m_M = m_X and the inner lines have opposite signs:

outer lines: absorption 0.9814 + 0.2755 = 1.2569, dispersion ±0.212,
inner lines: absorption 0.9814 − 0.2755 = 0.7059, dispersion ±0.038.

An undistorted line would have 1 and 0. The average absorption is 0.981, so the integral is 2% low, while the outer lines are 26% too strong and the inner lines 29% too weak. A good integral is therefore no proof of a clean multiplet. For a short echo the intensity error is mainly D, of order T²; the dispersion starts at T³.

**(h) Can the AMX error be reduced by repeating the block within the same total time?**

Let the block from the first echo to the second, without the excitation pulse, be repeated n times in a fixed time t = 2nT. Apart from factors Π, which do not matter, two blocks give E R E E R E. Moving both R to the left turns the outer left factor by 180° and the middle pair by 90°. A 180° turn leaves H_zz unchanged, so

E R E E R E = R² exp(−iH_zz T) exp(−2iH_yy T) exp(−iH_zz T).

The product to the right of R² reads the same in both directions. Reversing the sign of T therefore gives its inverse, and its exponent contains odd powers of T alone:

−2i(H_yy + H_zz)T + O(T³).

Dividing by the duration 4T of the pair shows an effective Hamiltonian (H_yy + H_zz)/2 + O(T²). Its leading part preserves F_x. At fixed t and even n, the deviation of the state is O(T²) = O(n⁻²), and by the argument of part (d) the loss of total signal is O(n⁻⁴).

For the AMX example with t = 40 ms, the mean loss is 0.041 for n = 1, 5.8 × 10⁻⁴ for n = 2 and 3.7 × 10⁻⁵ for n = 4. The first step, a factor of about 70 rather than 16, reflects the change from an unsymmetric to a symmetric order. An odd n leaves one block unpaired: the loss is then about 0.036/n⁴ for n ≥ 3, against 0.0093/n⁴ for even n, so n = 5 (5.8 × 10⁻⁵) is worse than n = 4. From n = 16 to 32 the loss falls by a factor of 16.0, as n⁻⁴ requires. These values are for ideal pulses and weak coupling; pulse errors, which could add up as n grows, are not included. With the full scalar coupling and offsets of −400, 150 and 600 Hz, the mean loss for n = 2, 4, 8, 16 and 32 is 1.3 × 10⁻³, 6.3 × 10⁻⁴, 1.5 × 10⁻⁴, 8.4 × 10⁻⁴ and 2.6 × 10⁻⁴, so at these shift differences the n⁻⁴ decrease is not seen. The numerical output below gives the remaining values.

Computed results

```
AX: J = 10 Hz, T = 25 ms, total time = 50 ms
AX offsets = -400, 600 Hz
AX theta = 0.7854 rad
AX plain double echo, in-phase signal = 0.0000
AX perfect echo, in-phase signal = 1.0000
AX largest deviation from Fx, 25 random cases = 1e-15
AX polarisations 1.0, 0.6: in-phase spin 1 = 0.8000, antiphase = 0.2000
AX strong coupling, largest signal loss for T = 5 to 100 ms:
  shift difference 30 Hz: 0.3600
  shift difference 1000 Hz: 4.00e-04
AMX: J_AM, J_AX, J_MX = 12, 7, 3 Hz; T = 20 ms
AMX offsets = -400, 150, 600 Hz
AMX theta_AM, theta_AX, theta_MX = 0.7540, 0.4398, 0.1885 rad
AMX in-phase signal: spin, plain, perfect, loss, leading-order loss
  A: 0.0400, 0.9814, 0.0186, 0.0135
  M: 0.0584, 0.9524, 0.0476, 0.0584
  X: 0.5927, 0.9429, 0.0571, 0.0651
Spin A: D = 0.2755, A_AM = 0.0869, A_AX = 0.1248
Lines of A: m_M, m_X, absorption, dispersion (1 and 0 if undistorted)
  +0.5, +0.5, 1.2569, +0.2118
  +0.5, -0.5, 0.7059, -0.0379
  -0.5, +0.5, 0.7059, +0.0379
  -0.5, -0.5, 1.2569, -0.2118
Spin A against T: T (ms), plain loss, perfect loss, D
  2.5, 0.02364, 3.329e-06, 0.00517
  5.0, 0.09262, 5.440e-05, 0.02051
  10.0, 0.34041, 9.399e-04, 0.07949
  20.0, 0.95998, 1.863e-02, 0.27551
Chain J_AM = 12, J_MX = 7 Hz, J_AX = 0, T = 20 ms: loss of M = 0.00878
Three couplings of 7 Hz, T = 20 ms: signal = 0.9671
AMX repeated block, total 40 ms: repeats, mean signal loss
  1, 4.110e-02
  2, 5.827e-04
  4, 3.651e-05
  8, 2.283e-06
  16, 1.427e-07
  32, 8.917e-09
Loss ratio, 16 to 32 repeats = 16.00
```
